# Critical Temperature and Spinodal of a Regular-Solution Semiconductor Alloy: a program that tests the result

```python
"""Regular-solution alloy A_x B_(1-x), all quantities per mixing site.

Result under test:
  F(x,T) = Omega x(1-x) + kB T [x ln x + (1-x) ln(1-x)]
  critical temperature  Tc = Omega / (2 kB)
  spinodal              xs = [1 -/+ sqrt(1 - T/Tc)] / 2
  miscibility limits    xb = (1 -/+ m) / 2, with m = tanh(m Tc/T)
Omega: interaction (eV), x: fraction of A, T: temperature (K),
kB: Boltzmann constant (eV/K). Sites are occupied at random.
"""
import itertools
from math import lgamma, log, sqrt, tanh

import numpy as np
from scipy.constants import Avogadro, e as charge, k as boltzmann
from scipy.optimize import brentq
from scipy.special import logsumexp, xlogy

kB = boltzmann / charge
omega = 0.26
temperature = 1000.0


def entropy(x):
    """Ideal mixing entropy in units of kB."""
    return -xlogy(x, x) - xlogy(1 - x, 1 - x)


def free_energy(x, T):
    return omega * x * (1 - x) - kB * T * entropy(x)


def split_change(x, d, T):
    """Free-energy change when x splits equally into x+d and x-d."""
    mean = (free_energy(x + d, T) + free_energy(x - d, T)) / 2
    return mean - free_energy(x, T)


def numerical_curvature(x, T, h=1e-4):
    return 2 * split_change(x, h, T) / h**2


# Derived formulas
Tc = omega / (2 * kB)
root = sqrt(1 - temperature / Tc)
xs_low, xs_high = (1 - root) / 2, (1 + root) / 2
m = brentq(lambda u: u - tanh(u * Tc / temperature), 0.1, 1.0)
xb_low, xb_high = (1 - m) / 2, (1 + m) / 2

# Mixing energy: every occupation of a periodic 16-site fcc cell
z = 12
w = omega / z
e_AA, e_BB = -0.30, -0.20
e_AB = (e_AA + e_BB) / 2 + w
shape = (2, 2, 4)
sites = list(itertools.product(*[range(n) for n in shape]))
index = {site: i for i, site in enumerate(sites)}
forward = [(1, 0, 0), (0, 1, 0), (0, 0, 1),
           (1, -1, 0), (0, 1, -1), (1, 0, -1)]
bonds = []
for site in sites:
    for step in forward:
        other = tuple((a + b) % n for a, b, n in zip(site, step, shape))
        bonds.append((index[site], index[other]))
n_sites = len(sites)
assert len(bonds) == n_sites * z // 2
assert all(i != j for i, j in bonds)
codes = np.arange(2**n_sites)
is_A = [(codes >> i) & 1 for i in range(n_sites)]
pair_energy = np.array([e_BB, e_AB, e_AA])
total = np.zeros(codes.size)
for i, j in bonds:
    total += pair_energy[is_A[i] + is_A[j]]
n_A = sum(is_A)
pure = z / 2 * (n_A * e_AA + (n_sites - n_A) * e_BB)
mixing = total - pure
x_test = 0.30
weights = x_test**n_A * (1 - x_test)**(n_sites - n_A)
mean_mixing = float(np.sum(weights * mixing)) / n_sites
formula_mixing = omega * x_test * (1 - x_test)
assert abs(mean_mixing - formula_mixing) < 1e-10

# Entropy: logarithm of the number of arrangements of many sites
n_big = 1_000_000
k_big = 300_000
log_count = (lgamma(n_big + 1) - lgamma(k_big + 1)
             - lgamma(n_big - k_big + 1))
counted_entropy = log_count / n_big
# Stirling remainder is of order ln(n)/n, below 2e-5 here
assert abs(counted_entropy - entropy(x_test)) < 2e-5

# Critical temperature: lowest numerical curvature over x reaches zero
grid = np.linspace(0.01, 0.99, 491)
Tc_numeric = brentq(
    lambda T: float(np.min(numerical_curvature(grid, T))), 800, 2500)
assert abs(Tc_numeric - Tc) < 0.01

# Spinodal: sign changes of the numerical curvature
xs_num_low = brentq(numerical_curvature, 0.05, 0.5, args=(temperature,))
xs_num_high = brentq(numerical_curvature, 0.5, 0.95, args=(temperature,))
assert abs(xs_num_low - xs_low) < 1e-6
assert abs(xs_num_high - xs_high) < 1e-6


# Miscibility limits: widest edge of the lower convex hull
def widest_hull_edge(T, n=4001):
    xs = np.linspace(0, 1, n)
    hull = []
    for p in zip(xs.tolist(), free_energy(xs, T).tolist()):
        while len(hull) > 1:
            (x1, f1), (x2, f2) = hull[-2:]
            turn = (x2 - x1) * (p[1] - f1) - (f2 - f1) * (p[0] - x1)
            if turn > 0:
                break
            hull.pop()
        hull.append(p)
    edges = [(b[0] - a[0], a[0], b[0]) for a, b in zip(hull, hull[1:])]
    return max(edges)


gap, hull_low, hull_high = widest_hull_edge(temperature)
assert abs(hull_low - xb_low) < 5e-4      # two grid spacings
assert abs(hull_high - xb_high) < 5e-4
assert widest_hull_edge(Tc + 100)[0] < 5e-4   # no gap above Tc
assert widest_hull_edge(Tc - 100)[0] > 0.1    # gap below Tc

# Small splits on either side of the spinodal, and one large split
x_meta, x_unst, d = 0.15, 0.30, 0.01
small_meta = split_change(x_meta, d, temperature)
small_unst = split_change(x_unst, d, temperature)
part_high = (x_meta - xb_low) / (xb_high - xb_low)
f_separated = ((1 - part_high) * free_energy(xb_low, temperature)
               + part_high * free_energy(xb_high, temperature))
large_meta = f_separated - free_energy(x_meta, temperature)
assert xb_low < x_meta < xs_low < x_unst < xs_high
assert small_meta > 0 > small_unst
assert large_meta < 0

# Counting per atom, two atoms per mixing site


def critical_from(energy_coefficient, entropy_share):
    """Temperature where the curvature at x = 1/2 vanishes."""
    h = 1e-3

    def curvature(T):
        f = [energy_coefficient * x * (1 - x)
             - entropy_share * kB * T * entropy(x)
             for x in (0.5 - h, 0.5, 0.5 + h)]
        return (f[0] - 2 * f[1] + f[2]) / h**2
    return brentq(curvature, 100, 5000)


Tc_mixed_counting = critical_from(omega / 2, 1.0)
Tc_per_atom = critical_from(omega / 2, 0.5)
assert abs(Tc_mixed_counting - Tc / 2) < 0.01
assert abs(Tc_per_atom - Tc) < 0.01

# Random mixing bounds the exact free energy of the same bond model
T_hot = 2000.0
f_exact = -kB * T_hot * float(logsumexp(-mixing / (kB * T_hot))) / n_sites
f_random = float(np.min(free_energy(np.linspace(0, 1, 1001), T_hot)))
assert f_exact < f_random

kJ_per_mol = omega * charge * Avogadro / 1000
Tc_shift = 0.01 / (2 * kB)
curv_mid = numerical_curvature(0.5, temperature)

print(f"interaction Omega: {omega:.2f} eV per mixing site")
print(f"same, converted: {kJ_per_mol:.2f} kJ per mol of mixing sites")
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"critical temperature, formula: {Tc:.2f} K")
print(f"critical temperature, numerical curvature: {Tc_numeric:.2f} K")
print(f"thermal energy kB*Tc: {kB * Tc:.4f} eV")
print(f"shift of Tc per 0.01 eV in Omega: {Tc_shift:.1f} K")
print(f"chosen temperature T: {temperature:.0f} K")
print(f"thermal energy kB*T: {kB * temperature:.6f} eV")
print(f"ratio T/Tc: {temperature / Tc:.5f} (no unit)")
print(f"product x(1-x) at spinodal: {xs_low * xs_high:.5f} (no unit)")
print(f"square root sqrt(1-T/Tc): {root:.5f} (no unit)")
print(f"spinodal, formula: x = {xs_low:.4f} and {xs_high:.4f}")
print(f"spinodal, numerical: x = {xs_num_low:.4f} and {xs_num_high:.4f}")
print(f"curvature F'' at x=0.5 and T: {curv_mid:.4f} eV")
print(f"solution m of tanh equation: {m:.5f} (no unit)")
print(f"miscibility limits, formula: x = {xb_low:.4f} and {xb_high:.4f}")
print(f"miscibility limits, hull: x = {hull_low:.4f} and {hull_high:.4f}")
for label, x in (("miscibility limit", xb_low), ("x=0.15", x_meta),
                 ("spinodal", xs_low), ("x=0.50", 0.5)):
    print(f"F at {label}: {1000 * free_energy(x, temperature):.3f} meV")
print(f"half-width d of small split: {d:.2f} (no unit)")
print(f"small split at x=0.15 changes F by {1e6 * small_meta:.2f} micro-eV")
print(f"small split at x=0.30 changes F by {1e6 * small_unst:.2f} micro-eV")
print(f"full separation at x=0.15 changes F by {1000 * large_meta:.3f} meV")
print(f"share of A-rich phase at x=0.15: {part_high:.4f} (no unit)")
print(f"bond model: z = {z}, excess per unlike bond = {w:.5f} eV")
print(f"bond energies AA, BB, AB: {e_AA:.2f}, {e_BB:.2f}, {e_AB:.5f} eV")
print(f"occupations enumerated: {codes.size} on {n_sites} sites")
print(f"mixing energy at x=0.30, enumeration: {mean_mixing:.6f} eV")
print(f"mixing energy at x=0.30, formula: {formula_mixing:.6f} eV")
print(f"entropy at x=0.30, counting {n_big} sites: {counted_entropy:.6f} kB")
print(f"entropy at x=0.30, formula: {entropy(x_test):.6f} kB")
print(f"Tc, energy per atom but entropy per site: {Tc_mixed_counting:.1f} K")
print(f"Tc, energy and entropy both per atom: {Tc_per_atom:.1f} K")
print(f"temperature of small-cell comparison: {T_hot:.0f} K")
print(f"free energy, random mixing: {f_random:.5f} eV per site")
print(f"free energy, exact 16-site cell: {f_exact:.5f} eV per site")
print("done: every assertion held")
```

Output:

```
interaction Omega: 0.26 eV per mixing site
same, converted: 25.09 kJ per mol of mixing sites
Boltzmann constant: 8.617333e-05 eV/K
critical temperature, formula: 1508.59 K
critical temperature, numerical curvature: 1508.59 K
thermal energy kB*Tc: 0.1300 eV
shift of Tc per 0.01 eV in Omega: 58.0 K
chosen temperature T: 1000 K
thermal energy kB*T: 0.086173 eV
ratio T/Tc: 0.66287 (no unit)
product x(1-x) at spinodal: 0.16572 (no unit)
square root sqrt(1-T/Tc): 0.58063 (no unit)
spinodal, formula: x = 0.2097 and 0.7903
spinodal, numerical: x = 0.2097 and 0.7903
curvature F'' at x=0.5 and T: -0.1753 eV
solution m of tanh equation: 0.86172 (no unit)
miscibility limits, formula: x = 0.0691 and 0.9309
miscibility limits, hull: x = 0.0693 and 0.9307
F at miscibility limit: -4.931 meV
F at x=0.15: -3.276 meV
F at spinodal: -1.167 meV
F at x=0.50: 5.269 meV
half-width d of small split: 0.01 (no unit)
small split at x=0.15 changes F by 7.81 micro-eV
small split at x=0.30 changes F by -5.48 micro-eV
full separation at x=0.15 changes F by -1.655 meV
share of A-rich phase at x=0.15: 0.0938 (no unit)
bond model: z = 12, excess per unlike bond = 0.02167 eV
bond energies AA, BB, AB: -0.30, -0.20, -0.22833 eV
occupations enumerated: 65536 on 16 sites
mixing energy at x=0.30, enumeration: 0.054600 eV
mixing energy at x=0.30, formula: 0.054600 eV
entropy at x=0.30, counting 1000000 sites: 0.610857 kB
entropy at x=0.30, formula: 0.610864 kB
Tc, energy per atom but entropy per site: 754.3 K
Tc, energy and entropy both per atom: 1508.6 K
temperature of small-cell comparison: 2000 K
free energy, random mixing: -0.05446 eV per site
free energy, exact 16-site cell: -0.05886 eV per site
done: every assertion held
```
